**Numerical test of the Riccati equation for exact decoupling**

The program tests \(2c^2X=c\,\sigma\cdot p-[X,V]-X\,c\,\sigma\cdot p\,X\), where \(X\) maps the large to the small component of all positive-energy Dirac states, \(V\) is a scalar potential, \(p\) the momentum, \(\sigma\) the Pauli matrices and \(c\) the speed of light. For a Gaussian well in a periodic box, it builds \(X\) from Dirac eigenvectors and, independently, by Newton iteration on the equation. It asserts that the two agree, that \(V+c\,\sigma\cdot p\,X\) has the positive Dirac energies, and that reversing the sign of the commutator violates the equation. It also asserts the predicted spectral gap, \(\|X\|<1\), the free-particle limit and the order of the remainder of the large-\(c\) series. The output shows agreement of the two maps to about \(6\times10^{-15}\) in norm, with \(\|X\|=0.515\). A second solution, containing one negative-energy state, has norm 3.67. A narrow one-dimensional well deeper than \(2c^2\) still has a map \(X\), so the sufficient condition on the variation of \(V\) is not necessary.

## Verification by program

```python
"""
Result under test (Hartree atomic units, rest energy subtracted):
    2 c^2 X = K - [X, V] - X K X,      K = c sigma.p,
where X maps the large component phi to the small component chi of every
positive-energy state of the Dirac operator D = [[V, K], [K, V - 2 c^2]].
V is a scalar potential, p the momentum, sigma the Pauli matrices and c the
speed of light. Finite plane-wave bases turn all operators into matrices.
X is obtained both from Dirac eigenvectors and, independently, by Newton
iteration on the equation itself.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve_sylvester

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def norm2(matrix):
    return np.linalg.norm(matrix, 2)


def dirac_states(V, sp, light):
    n = len(V)
    K = light * sp
    D = np.block([[V, K], [K, V - 2 * light**2 * np.eye(n)]])
    return eigh(D)


def map_from_vectors(vectors):
    """Solve chi = X phi for a square set of states stored as columns."""
    n = vectors.shape[1]
    return np.linalg.solve(vectors[:n].T, vectors[n:].T).T


def riccati_defect(X, V, K, light):
    return 2 * light**2 * X - K + X @ V - V @ X + X @ K @ X


def box_model(max_square, side, depth, width):
    """Periodic Gaussian well in spinor plane waves with n.n <= max_square."""
    r = range(-4, 5)
    n = np.array([(i, j, k) for i in r for j in r for k in r
                  if i*i + j*j + k*k <= max_square])
    p = 2 * np.pi * n / side
    q2 = np.sum((p[:, None, :] - p[None, :, :])**2, axis=2)
    v = -depth * (2*np.pi)**1.5 * (width/side)**3 * np.exp(-q2*width**2/2)
    pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]])]
    sp = sum(np.kron(np.diag(p[:, a]), pauli[a]) for a in range(3))
    return np.kron(v, np.eye(2)), sp, np.repeat(np.sum(p**2, axis=1), 2)


side, depth, width = 0.1, 20000.0, 0.015
V, sp, p2 = box_model(9, side, depth, width)
n = len(V)
K = c * sp
identity = np.eye(n)
energies, vectors = dirac_states(V, sp, c)
E_pos, positive = energies[n:], vectors[:, n:]
phi, chi = positive[:n], positive[n:]
X = map_from_vectors(positive)

# Spectral gap predicted from the range of V alone.
v_eig, v_vec = eigh(V)
v_min, v_max = v_eig[0], v_eig[-1]
assert v_min >= -depth * (1 + 1e-6) and v_max <= 1e-6
assert v_max - v_min < 2 * c**2
assert energies[n-1] <= v_max - 2*c**2 + 1e-6
assert energies[n] >= v_min - 1e-6

# Positivity argument: J restricted to positive-energy states.
middle = 0.5 * (v_min + v_max - 2*c**2)
J_pos = phi.conj().T @ phi - chi.conj().T @ chi
Q_pos = 2 * (phi.conj().T @ (V - middle*identity) @ phi
             + chi.conj().T @ ((middle + 2*c**2)*identity - V) @ chi)
J_from_integral = Q_pos / (E_pos[:, None] + E_pos[None, :] - 2*middle)
assert np.max(abs(J_pos - J_from_integral)) < 1e-10
J_smallest = np.linalg.eigvalsh(J_pos)[0]
assert J_smallest > 0
norm_X = norm2(X)
assert norm_X < 1

# The equation holds for the map built from eigenvectors; the opposite
# commutator sign must fail.
scale = norm2(K)
defect = norm2(riccati_defect(X, V, K, c)) / scale
commutator = X @ V - V @ X
wrong_defect = norm2(riccati_defect(X, V, K, c) - 2*commutator) / scale
assert defect < 1e-10
assert wrong_defect > 1e-3

# Newton solution, started from the free-particle map, uses no Dirac states.
X_free = K / (c**2 + c*np.sqrt(c**2 + p2))[None, :]
X_newton = X_free.astype(complex)
newton_steps = 0
for newton_steps in range(1, 26):
    left = 2*c**2*identity - V + X_newton @ K
    right = V + K @ X_newton
    change = solve_sylvester(left, right, -riccati_defect(X_newton, V, K, c))
    X_newton = X_newton + change
    if norm2(change) < 1e-11:
        break
newton_difference = norm2(X_newton - X)
assert newton_difference < 1e-9

# Energy-independent two-component operator.
h = V + K @ X_newton
h_eig = np.linalg.eigvals(h)
h_eig = h_eig[np.argsort(h_eig.real)]
energy_error = np.max(abs(h_eig - E_pos))
assert energy_error < 1e-5
metric_h = (identity + X_newton.conj().T @ X_newton) @ h
assert norm2(metric_h - metric_h.conj().T) / norm2(metric_h) < 1e-10

# One X reproduces the separate energy-dependent elimination of every state.
K_phi = v_vec.conj().T @ K @ phi
chi_eliminated = v_vec @ (K_phi / (2*c**2 + E_pos[None, :] - v_eig[:, None]))
elimination_error = np.max(np.linalg.norm(X_newton @ phi - chi_eliminated,
                                          axis=0))
assert elimination_error < 1e-9
chi_frozen = v_vec @ (K_phi / (2*c**2 + E_pos[0] - v_eig[:, None]))
frozen_error = (np.linalg.norm(chi_frozen[:, -1] - chi[:, -1])
                / np.linalg.norm(chi[:, -1]))
assert frozen_error > 0.1

# Exchange one positive state for a negative one: another Riccati solution.
coefficients = np.linalg.solve(phi, vectors[:n, 0])
exchanged = positive.copy()
exchanged[:, np.argmax(abs(coefficients))] = vectors[:, 0]
X_other = map_from_vectors(exchanged)
norm_other = norm2(X_other)
other_defect = (norm2(riccati_defect(X_other, V, K, c))
                / (scale * (1 + norm_other**2)))
assert other_defect < 1e-10
assert norm_other > 1

# Free-particle limit from diagonalization.
free_vectors = dirac_states(np.zeros_like(V), sp, c)[1][:, n:]
free_error = norm2(map_from_vectors(free_vectors) - X_free)
assert free_error < 1e-10

# Large-c series: halving 1/c must reduce the remainder by about 2^5.
remainders = []
for factor in (10, 20):
    light = factor * c
    X_large = map_from_vectors(dirac_states(V, sp, light)[1][:, n:])
    series = sp/(2*light) - (sp @ V - V @ sp + sp @ sp @ sp/2)/(4*light**3)
    remainders.append(norm2(X_large - series))
series_order = np.log2(remainders[0] / remainders[1])
assert abs(series_order - 5) < 0.15

# Contributions for the normalized ground large component, projected on X phi.
ground = phi[:, 0] / np.linalg.norm(phi[:, 0])
X_ground = X_newton @ ground
ratio = np.linalg.norm(X_ground)
direction = X_ground / ratio
term_left = 2*c**2 * ratio
term_K = np.vdot(direction, K @ ground).real
term_comm = np.vdot(direction, commutator @ ground).real
term_quad = np.vdot(direction, X_newton @ K @ X_ground).real
assert abs(term_left - (term_K - term_comm - term_quad)) < 1e-6
small_weight = ratio**2 / (1 + ratio**2)
E_schrodinger = eigh(V + np.diag(p2/2), eigvals_only=True)[0]
V_small, sp_small, _ = box_model(6, side, depth, width)
E_small_basis = dirac_states(V_small, sp_small, c)[0][len(V_small)]

# Narrow one-dimensional well deeper than 2 c^2: one spin component suffices.
side_1d, width_1d, depth_1d = 4/c, 0.1/c, 3*c**2
p_1d = 2*np.pi*np.arange(-32, 33)/side_1d
V_1d = (-depth_1d*np.sqrt(2*np.pi)*width_1d/side_1d
        * np.exp(-(p_1d[:, None] - p_1d[None, :])**2*width_1d**2/2))
sp_1d = np.diag(p_1d)
e_1d, vec_1d = dirac_states(V_1d, sp_1d, c)
n_1d = len(p_1d)
X_1d = map_from_vectors(vec_1d[:, n_1d:])
norm_1d = norm2(X_1d)
defect_1d = (norm2(riccati_defect(X_1d, V_1d, c*sp_1d, c))
             / (norm2(c*sp_1d) * (1 + norm_1d**2)))
v_min_1d = np.linalg.eigvalsh(V_1d)[0]
assert v_min_1d < -2*c**2
assert e_1d[n_1d] > -c**2 and e_1d[n_1d-1] < -1.5*c**2
assert norm_1d < 20 and defect_1d < 1e-10

print(f"speed of light c = {c:.6f} a.u.")
print(f"2 c^2 = {2*c**2:.3f} hartree")
print(f"box side = {side:.3f} bohr")
print(f"well depth = {depth:.1f} hartree")
print(f"well width = {width:.3f} bohr")
print(f"two-component basis size = {n} (number)")
print(f"largest momentum / c = {np.sqrt(p2.max())/c:.4f} (ratio)")
print(f"lowest eigenvalue of V matrix = {v_min:.3f} hartree")
print(f"highest eigenvalue of V matrix = {v_max:.3f} hartree")
print(f"highest negative-branch energy = {energies[n-1]:.3f} hartree")
print(f"lowest positive-branch energy = {E_pos[0]:.4f} hartree")
print(f"lowest positive-branch energy = {E_pos[0]*hartree_ev/1000:.4f} keV")
print(f"same energy, smaller basis = {E_small_basis:.4f} hartree")
print(f"smaller two-component basis size = {len(V_small)} (number)")
print(f"Schrodinger ground energy = {E_schrodinger:.4f} hartree")
print(f"highest positive-branch energy = {E_pos[-1]:.3f} hartree")
print(f"smallest eigenvalue of J on positive states = {J_smallest:.6f} (pure)")
print(f"norm of X = {norm_X:.6f} (pure)")
print(f"relative Riccati defect, eigenvector X = {defect:.1e} (pure)")
print(f"same with wrong commutator sign = {wrong_defect:.4f} (pure)")
print(f"Newton steps = {newton_steps} (number)")
print(f"norm of Newton X minus eigenvector X = {newton_difference:.1e} (pure)")
print(f"largest energy error of V + K X = {energy_error:.1e} hartree")
print(f"largest elimination mismatch = {elimination_error:.1e} (pure)")
print(f"frozen-energy error, highest state = {frozen_error:.4f} (relative)")
print(f"ground-state norm ratio chi/phi = {ratio:.6f} (pure)")
print(f"ground-state small-component weight = {small_weight:.6f} (pure)")
print(f"projected 2 c^2 X term = {term_left:.4f} hartree")
print(f"projected c sigma.p term = {term_K:.4f} hartree")
print(f"projected [X,V] term = {term_comm:.4f} hartree")
print(f"projected X c sigma.p X term = {term_quad:.4f} hartree")
print(f"norm of exchanged-state solution = {norm_other:.4f} (pure)")
print(f"scaled defect of exchanged solution = {other_defect:.1e} (pure)")
print(f"free-particle map error = {free_error:.1e} (pure)")
print(f"series remainder at 10 c = {remainders[0]:.3e} (pure)")
print(f"series remainder at 20 c = {remainders[1]:.3e} (pure)")
print(f"observed remainder order in 1/c = {series_order:.4f} (pure)")
print(f"1D well: box side times c = {side_1d*c:.2f} a.u.")
print(f"1D well: width times c = {width_1d*c:.2f} a.u.")
print(f"1D well: depth / c^2 = {depth_1d/c**2:.2f} (ratio)")
print(f"1D well: basis size = {n_1d} (number)")
print(f"1D well: lowest V eigenvalue / c^2 = {v_min_1d/c**2:.4f} (ratio)")
print(f"1D well: top negative energy / c^2 = {e_1d[n_1d-1]/c**2:.4f} (ratio)")
print(f"1D well: low positive energy / c^2 = {e_1d[n_1d]/c**2:.4f} (ratio)")
print(f"1D well: norm of X = {norm_1d:.4f} (pure)")
print(f"1D well: scaled Riccati defect = {defect_1d:.1e} (pure)")
print("all tests passed")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
2 c^2 = 37557.730 hartree
box side = 0.100 bohr
well depth = 20000.0 hartree
well width = 0.015 bohr
two-component basis size = 246 (number)
largest momentum / c = 1.3755 (ratio)
lowest eigenvalue of V matrix = -13355.283 hartree
highest eigenvalue of V matrix = -0.541 hartree
highest negative-branch energy = -37978.984 hartree
lowest positive-branch energy = -7729.1193 hartree
lowest positive-branch energy = -210.3201 keV
same energy, smaller basis = -7323.5734 hartree
smaller two-component basis size = 162 (number)
Schrodinger ground energy = -7699.7449 hartree
highest positive-branch energy = 12756.252 hartree
smallest eigenvalue of J on positive states = 0.581144 (pure)
norm of X = 0.514691 (pure)
relative Riccati defect, eigenvector X = 1.2e-14 (pure)
same with wrong commutator sign = 0.1597 (pure)
Newton steps = 4 (number)
norm of Newton X minus eigenvector X = 5.6e-15 (pure)
largest energy error of V + K X = 1.5e-10 hartree
largest elimination mismatch = 2.3e-15 (pure)
frozen-energy error, highest state = 0.6817 (relative)
ground-state norm ratio chi/phi = 0.337222 (pure)
ground-state small-component weight = 0.102107 (pure)
projected 2 c^2 X term = 12665.3103 hartree
projected c sigma.p term = 12737.7194 hartree
projected [X,V] term = -2023.5385 hartree
projected X c sigma.p X term = 2095.9476 hartree
norm of exchanged-state solution = 3.6728 (pure)
scaled defect of exchanged solution = 9.7e-16 (pure)
free-particle map error = 3.1e-15 (pure)
series remainder at 10 c = 3.204e-06 (pure)
series remainder at 20 c = 1.010e-07 (pure)
observed remainder order in 1/c = 4.9871 (pure)
1D well: box side times c = 4.00 a.u.
1D well: width times c = 0.10 a.u.
1D well: depth / c^2 = 3.00 (ratio)
1D well: basis size = 65 (number)
1D well: lowest V eigenvalue / c^2 = -2.8879 (ratio)
1D well: top negative energy / c^2 = -2.1298 (ratio)
1D well: low positive energy / c^2 = -0.2896 (ratio)
1D well: norm of X = 0.9803 (pure)
1D well: scaled Riccati defect = 3.6e-15 (pure)
all tests passed
```
